Drift of a Round Insulating Void by Surface Electromigration

The electric field along the edge of a round insulating hole in a current-carrying film has the same peak value whatever the radius of the hole. Atoms on the edges of a small void and a large one are therefore pushed equally hard, and it is tempting to conclude that both voids drift at the same speed. A speed found for a void of radius 100 nm would then be carried over to one of 400 nm and be four times too high. A model of many voids would also never let a small void catch a larger one ahead of it. The correct speed falls as 1/R when the far field, temperature and material properties are held fixed. The two derivations below locate the missing factor in the conservation of atoms.

**Model and conventions**

A wide, thin metal film of uniform conductivity carries a steady current. A circular void of radius R passes through its thickness and contains an insulator, so the problem is two-dimensional. Far from the void the field is E₀ > 0 along +x. The potential is φ and the field is −∇φ. The edge moves so slowly that the current is taken to be steady at each instant.

Polar coordinates r, θ are centred on the void, with θ measured from +x. The edge length s runs anticlockwise, and the normal n points from the void into the metal. The edge velocity v_n is positive when the void advances into the metal.

In atomic units the elementary charge is 1. The force on an atom is ZE, where the effective charge Z combines the direct electrostatic force with the push of the scattered electrons, the electron wind. It is negative when the wind dominates. A surface atom under a weak force F drifts at speed D_s F/(k_B T), by the Einstein relation. With ν_s surface atoms per unit area, the flux per unit film thickness is MF, where

M = D_s ν_s/(k_B T).

Here D_s is an average over all surface atoms. Surface properties are isotropic: M and the surface energy γ do not depend on the direction of the edge. Atoms move along the edge alone, not through the bulk.

**First derivation: the velocity at each point of the edge**

With uniform conductivity, charge conservation gives ∇²φ = 0 in the metal. The far field has the angular form cos θ, so we try

φ = −E₀ r cos θ + (b/r) cos θ.

Both terms satisfy Laplace's equation. No current enters the insulator, hence ∂φ/∂r = 0 at r = R:

(−E₀ − b/R²) cos θ = 0, so b = −E₀R².

On the edge the two terms are equal:

φ(R,θ) = −2E₀R cos θ,
E_θ = −(1/R) ∂φ/∂θ = −2E₀ sin θ.

The current that would have crossed the void must pass beside it. For a circular void this raises the field at the top and bottom to 2E₀. The factor of two depends on the shape of the void, not on its size.

Capillarity could also drive atoms. If the edge is displaced by δn, its length changes by ∫κ δn ds and the void area by ∫δn ds, where κ is the curvature. One added atom of volume Ω reduces the void volume by Ω. The corresponding surface-energy change is the chemical potential

μ = −Ωγκ.

On a circle κ = 1/R everywhere, so ∂μ/∂s = 0. The flux is then due to the field alone:

J = M(ZE_θ − ∂μ/∂s) = −2MZE₀ sin θ.

In an edge element ds, atoms accumulate at the rate −(∂J/∂s) ds per unit thickness. They fill volume and push the edge back into the void, which counts as negative v_n. Therefore

v_n = Ω ∂J/∂s = (Ω/R) ∂J/∂θ = −(2ΩMZE₀/R) cos θ.

A circle translating at speed V along x has v_n = V x̂·n = V cos θ. The two expressions agree at every θ, so the circle moves rigidly with

V = −2ΩMZE₀/R.

For Z < 0 the speed is positive. Atoms are pushed towards −x, along both halves of the edge, from the front at θ = 0 to the back at θ = π. The void moves the other way: along the electric field, towards the cathode and against the electron flow. For Z > 0 the direction is reversed.

A count of atoms shows where 1/R comes from. For Z < 0, the flux past the top and the flux past the bottom are each 2M|Z|E₀, so material leaves the front half at the volume rate 4ΩM|Z|E₀. This does not depend on R. To advance at speed V, the front must clear a strip of width 2R, at the rate 2RV. Equating the rates gives V = 2ΩM|Z|E₀/R. A larger void has the same supply of moving atoms and more metal to clear.

**Second derivation: the centroid and a reciprocity relation**

The drift speed can be found without solving for the field around the void. Let A be the void area and X the x-coordinate of its centroid. The area is constant, because ∮v_n ds = Ω∮(∂J/∂s) ds = 0 on a closed edge. The first moment of the area changes as the edge sweeps over new metal:

A dX/dt = ∮ x v_n ds = Ω ∮ x (∂J/∂s) ds = −Ω ∮ J (dx/ds) ds.

The last step is integration by parts; the boundary term vanishes on a closed curve.

On the circle dx/ds = −sin θ and ds = R dθ. Since μ is constant, J = −(MZ/R) ∂φ/∂θ. Substitution gives

A dX/dt = −ΩMZ ∮ (∂φ/∂θ) sin θ dθ = ΩMZ ∮ φ cos θ dθ,

where the second form follows from another integration by parts. One number about the edge potential is needed, its cos θ moment.

Green's identity supplies it. Take the auxiliary function g = cos θ/r, which is harmonic outside the void. For two harmonic functions the integral

I = ∮ (φ ∂g/∂r − g ∂φ/∂r) r dθ

has the same value on every circle surrounding the void. On the edge ∂φ/∂r = 0 and ∂g/∂r = −cos θ/R², so

I = −(1/R) ∮ φ cos θ dθ.

On a very large circle φ approaches −E₀ r cos θ, plus a possible constant and terms that decay. The constant integrates to zero against cos θ, and the decaying terms contribute nothing in the limit. The leading term gives

I = ∮ (E₀ cos²θ/r + E₀ cos²θ/r) r dθ = 2πE₀.

Equating the two values of I,

∮ φ cos θ dθ = −2πE₀R.

With A = πR² this yields

dX/dt = ΩMZ(−2πE₀R)/(πR²) = −2ΩMZE₀/R.

The moment of the potential grows as R and the area as R², which leaves 1/R.

**What each derivation assumes**

Both use a circular insulating void, a uniform far field, constant M and γ, and transport confined to the edge. They differ in what they need to know and in what they prove.

The first needs the potential at every point of the edge. In return it gives v_n at every point and shows that the motion is a rigid translation. The second needs no field solution, but it gives the velocity of the centroid alone. An added edge velocity proportional to cos 3θ would deform the void and leave the second result unchanged, because its first moment on a circle is zero.

The centroid formula remains useful when M varies along the edge. The flux must then be known locally, however, since one moment of φ no longer determines the integral. Neither derivation shows that a slightly distorted void returns to a circle.

**Why the circle persists**

Let the edge be r = R + ρ(θ,t) in a frame moving at V, and keep terms of first order in ρ. Primes denote ∂/∂θ. Introduce the stream function ψ, constant along current lines, so that φ + iψ is an analytic function of z = re^{iθ}. For the circle it is −E₀(z + R²/z), hence

ψ₀ = −E₀(r − R²/r) sin θ.

The distorted edge must again be a current line. At r = R + ρ, ψ₀ is −2E₀ρ sin θ, so the correction on the edge is ψ₁ = 2E₀ρ sin θ up to a constant.

Write ρ = Σ ρ_k e^{ikθ}, and similarly for the other functions. The correction φ₁ + iψ₁ decays outside the void and so contains only negative powers of z. The positive harmonics of φ₁ and ψ₁ come from its complex conjugate, φ₁ − iψ₁. Since the positive harmonics of φ₁ + iψ₁ vanish, for k ≥ 1

φ₁ₖ = −iψ₁ₖ = −E₀(ρ_{k−1} − ρ_{k+1}).

Because ∂φ₀/∂r = 0 at R, the edge potential is −2E₀R cos θ + φ₁. To first order ∂/∂s = (1/R)(1 − ρ/R)∂/∂θ. Applying it twice, the first-order part of ∂²φ/∂s² is

[φ₁″ − 2E₀ρ cos θ − 2E₀(ρ sin θ)′]/R² = [φ₁″ − 4E₀ρ cos θ − 2E₀ρ′ sin θ]/R².

The field part of the edge velocity is −ΩMZ ∂²φ/∂s², and −ΩMZ = VR/(2E₀). The tilted normal gives the moving frame a normal velocity V cos θ + (V/R)ρ′ sin θ, which must be subtracted. The field contribution to the shape change is therefore

∂ρ/∂t = (V/R)[φ₁″/(2E₀) − 2ρ cos θ − 2ρ′ sin θ].

In mode k the three terms are

(k²/2)(ρ_{k−1} − ρ_{k+1}),
−(ρ_{k−1} + ρ_{k+1}),
−(k−1)ρ_{k−1} + (k+1)ρ_{k+1}.

Their sum is (k²/2 − k)(ρ_{k−1} − ρ_{k+1}).

For capillarity, κ = 1/R − (ρ + ρ″)/R² to first order. Its edge velocity is −ΩM ∂²μ/∂s² = B ∂²κ/∂s², with B = Ω²Mγ. In mode k this is −B(k⁴ − k²)ρ_k/R⁴. Altogether, for k ≥ 1,

dρ_k/dt = (V/R)[k(k−2)/2](ρ_{k−1} − ρ_{k+1}) − B(k⁴ − k²)ρ_k/R⁴.

Mode 0 is a change of size and is zero at fixed area. Mode 1 is a displacement. The elliptical mode, k = 2, receives no drive from the field and decays at the rate 12B/R⁴.

For k ≥ 3, set ρ₂ = 0 and consider S = Σ|ρ_k|²/[k(k−2)]. The weight cancels the factor k(k−2) in the drift terms. What remains is the real part of Σ(ρ_k*ρ_{k−1} − ρ_k*ρ_{k+1}); after relabelling, the second sum is the conjugate of the first, so the real part vanishes. Capillarity alone changes S, and k⁴ − k² ≥ 72, so

dS/dt ≤ −144BS/R⁴.

These amplitudes, measured by √S, decay at least at the rate 72B/R⁴. A non-zero ρ₂ feeds them for a while, but it dies out itself. Within this model the circle is thus linearly stable at every field strength.

Linear stability does not exclude temporary growth or instability under large distortions. The ratio of drift to capillary smoothing is

χ = |V|R³/B = 2|Z|E₀R²/(Ωγ).

As a nonlinear test, the full equations were solved for the initial shapes r = a(1 + 0.2 cos 2θ + 0.1 sin 3θ), with a = 1 and 1.5 in scaled units and χ = 2.05 and 4.61. Both voids became circles. Their final speeds and radii gave a power-law exponent of −1.000.

**When the law changes**

**Line edges.** In a line of width W with insulating edges, a void on the centre line has mirror images at spacing W. If E_loc is the uniform part of the field acting on each void, each produces the potential −E_loc R²/z about its own centre. Near the central void, the images at ±imW together contribute a factor 2z/(z² + m²W²) ≈ 2z/(m²W²) in place of 1/z. Summing over m ≥ 1, with Σ1/m² = π²/6, gives

E_loc = E₀ + E_loc π²R²/(3W²),
V_line/V ≈ 1/[1 − π²R²/(3W²)].

This is the centroid speed of a void that is circular at that instant, and it holds for R much smaller than W. The edge velocity also gains a cos 3θ part, 0.2 % of the translation at R/W = 0.1 and 16 % at R/W = 0.3. The correction depends on R, so the 1/R law is lost as the void fills the line.

**A closed sphere.** For a spherical void inside thick metal, φ = −E₀[r + R³/(2r²)] cos θ meets the insulating condition. Its surface value is −(3/2)E₀R cos θ. On a sphere the surface Laplacian multiplies cos θ by −2/R², so v_n = −ΩMZ∇_s²φ = −(3ΩMZE₀/R) cos θ. The speed still falls as 1/R, but is 1.5 times that of the through-thickness void.

**Anisotropic mobility.** Let the mobility be M(1 + a cos 2θ), where θ gives the direction of the edge normal. For a void that is circular at one instant, the centroid formula contains ∮(1 + a cos 2θ) sin²θ dθ = π(1 − a/2). The initial speed is multiplied by 1 − a/2, and the edge velocity is no longer a pure translation. If lengths are scaled by R, the equations retain χ, which grows as R². A steady shape, and hence its speed multiplied by R, may then depend on size.

**Anisotropic surface energy.** Displace a circle by a small η(θ). The normal turns by −η′/R, and the energy changes by ∮(γη − γ′η′) dθ = ∮(γ + γ″)η dθ. Thus γ is replaced by γ + γ″ in μ. Unless this sum is the same in all directions, μ varies round a circle and drives atoms. The circle is then not the resting shape.

**A copper line under accelerated test**

The following inputs are rough typical values, in engineering units: R = 100 nm, W = 1000 nm, temperature 573 K, current density 2 MA/cm², resistivity 3.5 µΩ cm, Z = −5 and γ = 1.5 J/m². The diffusivity prefactor is 10⁻³ cm²/s and the barrier 0.8 eV. The far field is

E₀ = (2×10⁶ A/cm²)(3.5×10⁻⁶ Ω cm) = 7 V/cm,

and the force is ZE₀ = −3.5×10⁻⁶ eV/nm. The cubic cell edge of 0.36 nm holds four atoms, so Ω = 0.36³/4 = 0.01166 nm³; we take ν_s = Ω^{−2/3} = 19.44 per nm². With k_B T = 0.04938 eV, the barrier gives D_s = 9.20×10³ nm²/s. Then

ΩM = 0.01166 × 19.44 × 9.20×10³/0.04938 = 4.22×10⁴ nm³/(eV s),
V = 2 × 4.22×10⁴ × 3.5×10⁻⁶/100 = 2.96×10⁻³ nm/s.

This is 10.6 nm/h, or 0.030 Å/s, towards the cathode. In a wide film at the same field and temperature, radii of 200 and 400 nm give 5.3 and 2.7 nm/h. The void needs 9.4 h to drift one radius, whereas an elliptical distortion decays in about 1800 s. Here χ = 0.64. Measured from a circle that follows the void's centroid, the root-mean-square displacement of a slightly distorted edge shows no transient growth, although its peak displacement may still rise for a time. At χ = 100, reached at a radius of about 1250 nm in a wide film, the largest growth of this root-mean-square displacement in the linearised equations is a factor of 1.3. That figure applies to small distortions only. In the full equations at this χ an elliptical distortion of 2 % of the radius heals, but one of 10 % grows several-fold.

The 1000 nm line raises the speed by 3.4 %. A mobility anisotropy a = 0.5 lowers the initial speed by 25 %, and the shape-changing part of the edge velocity is 0.71 of the total, both taken as root mean squares. A fourfold surface-energy variation of 1 % gives γ + γ″ an amplitude of 15 %. On a perfect circle its peak capillary flux is 0.94 of the peak wind flux. A small change of shape reduces this capillary flux: for γ proportional to 1 + 0.01 cos 4θ, the edge displacement 0.01R cos 4θ makes μ constant to first order. The second-order remainder at that shape is still 0.32 of the peak wind flux. It vanishes on the exact equilibrium shape, whose radius of curvature is proportional to γ + γ″.

Accelerated tests of copper interconnects do use raised temperatures and current densities of this order. A width of 1000 nm describes a wide line; many modern lines are far too narrow to hold this void. Real void edges can have facets, grain boundaries and contaminated surfaces, so the assumption of one known diffusivity is a weak one: lowering the barrier by 0.1 eV raises the speed 7.6 times. A free-electron estimate puts the electron mean free path at 19 nm, or 0.19R, so the local form of Ohm's law is approximate here and unsuitable for much smaller voids. The scale of the temperature variation caused by Joule heating near the void is 3.5×10⁻⁴ K; this excludes heating of the whole line. At 378 K and the same current density, with resistivity proportional to temperature and Z kept at −5, the model gives 22 nm per year. If Z varies as the inverse of the resistivity, as expected when the electron wind dominates, the result is 33 nm per year. At this temperature a change of 0.1 eV in the barrier changes the speed about 21 times, so both figures are at best orders of magnitude. Stress, bulk and grain-boundary diffusion, diffusion along the top and bottom faces of the film (often the fastest path in capped copper lines), and current carried by a conducting liner are left out, and their effects are not estimated. The numerical output lists the inputs and the main results.

Computed values

```
off-centre circles, worst relative error: 1.2e-10
mode equations, worst absolute error: 8.1e-08
speed exponent after nonlinear relaxation: -1.00000
INPUTS (rough typical values)
void radius: 100 nm; line width: 1000 nm
test temperature: 573 K; use temperature: 378 K
current density: 2.0 MA/cm2
resistivity at test temperature: 3.5 microohm cm
effective charge Z: -5
lattice constant: 0.36 nm
diffusion prefactor: 1e-03 cm2/s; barrier: 0.80 eV
surface energy: 1.5 J/m2
INTERMEDIATE VALUES
thermal energy: 0.04938 eV
atomic volume: 0.01166 nm3
surface atom density: 19.44 per nm2
surface energy per area: 9.362 eV/nm2
far field: 7.00 V/cm
far-field force on an atom: -3.500e-06 eV/nm
surface diffusivity: 9.1973e+03 nm2/s
Omega*M: 4.2242e+04 nm3/(eV s)
capillary coefficient B: 4.6129e+03 nm4/s
RESULTS
drift speed: 10.645 nm/h = 2.9570e-02 angstrom/s
speed times radius: 0.29570 nm2/s
speed at R = 100 nm: 10.645 nm/h
speed at R = 200 nm: 5.323 nm/h
speed at R = 400 nm: 2.661 nm/h
time to drift one radius: 9.394 h
chi = V R^3/B: 0.6410 (no unit)
relaxation time of an elliptical distortion: 1806.5 s
largest transient growth at this chi: 1.000
largest transient growth at chi = 100: 1.298
radius at which chi = 100: 1249 nm
NEGLECTED EFFECTS
line edges, speed factor: 1.0340
closed sphere, speed factor: 1.50
twofold mobility anisotropy amplitude: 0.50
  initial speed factor: 0.750
  shape-changing share of rms edge speed: 0.707
fourfold surface-energy anisotropy: 1.0 %
  peak capillary/wind flux on a circle: 0.936
electron mean free path: 18.7 nm
mean free path over radius: 0.187
local Joule heating scale: 3.50e-04 K
peak force times atomic spacing over kT: 3.22e-05
speed factor for a barrier lower by 0.1 eV: 7.58
speed at use temperature, same current: 21.87 nm/year
```
